# Does a scissor shift of the gap also correct vacancy levels?: a program that tests the result

```python
"""Does a vacancy level follow a band edge when the host gap is corrected?

Result under test: a scissor shift of the host conduction band does not fix
the shift of a vacancy transition level. A nonlocal correction
    C[g] = (K0 Tr g - sum_ij K_ij g_ij^2) / 2      (per spin channel)
moves a localized level by <d|W|d> - S[d] to first order, where
    W = K0/2 - K*g (elementwise product), S[d] = sum_ij K_ij d_i^2 d_j^2 / 2.
S vanishes for an extended band state and stays finite for a bound state.

Model: ring of alternating anion (-D) and cation (+D) orbitals, hopping -t.
The vacancy deletes one anion; its two cation neighbours couple by -s.
g is the one-spin density matrix; lam scales the correction from 0 to 1.
Per spin: n_cells electrons = neutral vacancy, n_cells-1 = 2+ vacancy.
All energies are in eV. Opposite-spin repulsion, lattice relaxation and
long-range electrostatics are left out.
"""
import numpy as np

D, t = 2.0, 1.0
K0, K1, K2 = 2.0, 1.0, 0.5
N_CELLS = 30
S_MAIN = 1.5
S_SCAN = (1.2, 1.5, 3.0)


def build_host(n_cells):
    size = 2 * n_cells
    h = np.diag(np.where(np.arange(size) % 2 == 0, -D, D))
    kernel = K0 * np.eye(size)
    for i in range(size):
        j, m = (i + 1) % size, (i + 2) % size
        h[i, j] = h[j, i] = -t
        kernel[i, j] = kernel[j, i] = K1
        kernel[i, m] = kernel[m, i] = K2
    return h, kernel


def build_vacancy(n_cells, s):
    h, kernel = build_host(n_cells)
    h, kernel = h[1:, 1:].copy(), kernel[1:, 1:].copy()
    h[0, -1] = h[-1, 0] = -s
    return h, kernel


def correction(g, kernel):
    return 0.5 * (K0 * np.trace(g) - np.sum(kernel * g**2))


def potential(g, kernel):
    return 0.5 * K0 * np.eye(len(g)) - kernel * g


def energy(h, kernel, g, lam):
    return np.sum(h * g) + lam * correction(g, kernel)


def self_term(orbital, kernel):
    density = orbital**2
    return 0.5 * density @ kernel @ density


def solve(h, kernel, n_el, lam, seed=None):
    """Self-consistent ground state of one spin channel."""
    start = h if seed is None else h + seed
    vec = np.linalg.eigh(start)[1]
    g = vec[:, :n_el] @ vec[:, :n_el].T
    for _ in range(1000):
        eps, vec = np.linalg.eigh(h + lam * potential(g, kernel))
        new = vec[:, :n_el] @ vec[:, :n_el].T
        change = np.max(np.abs(new - g))
        if change < 1e-11:
            return energy(h, kernel, new, lam), new, eps, vec
        g = g + 0.7 * (new - g)
    raise RuntimeError("self-consistency not reached")


def transition_level(h, kernel, n_cells, lam):
    neutral = solve(h, kernel, n_cells, lam)
    ionized = solve(h, kernel, n_cells - 1, lam)
    return neutral[0] - ionized[0], neutral, ionized


def closed_level(s):
    root = np.sqrt((2*s*D - s**2 + t**2)**2 + 4*s**2*t**2)
    return (-(s**2 + t**2) + root) / (2*s)


# Host band edges before and after the nonlocal correction
h_host, k_host = build_host(N_CELLS)
_, g_base, eps_base, vec_base = solve(h_host, k_host, N_CELLS, 0.0)
_, g_host, eps_host, vec_host = solve(h_host, k_host, N_CELLS, 1.0)
vbm0, cbm0 = eps_base[N_CELLS - 1], eps_base[N_CELLS]
vbm1, cbm1 = eps_host[N_CELLS - 1], eps_host[N_CELLS]
gap0, gap1 = cbm0 - vbm0, cbm1 - vbm1
opening = gap1 - gap0
n_cation, g_cation_pair = g_host[1, 1], g_host[1, 3]
cbm_formula = D + K0*(0.5 - n_cation) + 2*K2*g_cation_pair
assert abs(gap0 - 2*D) < 1e-9
assert abs(cbm1 - cbm_formula) < 1e-8
assert opening > 0.5

# An extended state: its self term must die out as 1/n_cells
band_self = {}
for n in (20, 40):
    hh, kk = build_host(n)
    e_n, g_n, eps_n, vec_n = solve(hh, kk, n, 1.0)
    added = vec_n[:, n]
    e_added = energy(hh, kk, g_n + np.outer(added, added), 1.0)
    band_self[n] = eps_n[n] - (e_added - e_n)
    assert abs(band_self[n] - (K0 + 2*K2)/(2*n)) < 1e-7

# Projector on the host conduction band, restricted to remaining orbitals
conduction = vec_base[:, N_CELLS:]
p_cond = (conduction @ conduction.T)[1:, 1:]


def scissor_state(h, shift):
    eps, vec = np.linalg.eigh(h + shift * p_cond)
    d = vec[:, N_CELLS - 1]
    return eps[N_CELLS - 1], d @ p_cond @ d


nodes, weights = np.polynomial.legendre.leggauss(10)
nodes, weights = 0.5*(nodes + 1), 0.5*weights
results = {}
for s in S_SCAN:
    h, kernel = build_vacancy(N_CELLS, s)
    level0, _, ion0 = transition_level(h, kernel, N_CELLS, 0.0)
    level1, neutral, ionized = transition_level(h, kernel, N_CELLS, 1.0)
    assert abs(level0 - closed_level(s)) < 1e-8
    assert vbm0 < level0 < cbm0 and vbm1 < level1 < cbm1

    # A start that favours one cation must return to the same ground state
    seed = np.zeros_like(h)
    seed[0, 0] = -1.0
    for n_el, ref in ((N_CELLS, neutral), (N_CELLS - 1, ionized)):
        assert abs(solve(h, kernel, n_el, 1.0, seed)[0] - ref[0]) < 1e-8

    # Variational bounds from the filled and the empty defect eigenvalue
    index = N_CELLS - 1
    eps_filled, eps_empty = neutral[2][index], ionized[2][index]
    s_filled = self_term(neutral[3][:, index], kernel)
    s_empty = self_term(ionized[3][:, index], kernel)
    lower, upper = eps_filled + s_filled, eps_empty - s_empty
    assert lower - 1e-8 <= level1 <= upper + 1e-8

    # Scissor operator: finite shift against its integrated weight
    scissor, weight_end = scissor_state(h, opening)
    path = [scissor_state(h, opening*x)[1] for x in nodes]
    assert 0 < min(path) and max(path) < 1
    assert abs(scissor - level0 - opening*np.dot(weights, path)) < 1e-7

    height0, height1 = level0 - vbm0, level1 - vbm1
    fraction = (height1 - height0) / opening
    errors = (height0 - height1, height0 + opening - height1,
              scissor - vbm0 - height1)
    assert 0.1 < fraction < 0.9
    assert min(abs(x) for x in errors) > 0.1
    results[s] = dict(level0=level0, level1=level1, height0=height0,
                      height1=height1, fraction=fraction, errors=errors,
                      scissor=scissor - vbm0, filled=eps_filled,
                      empty=eps_empty, lower=lower, upper=upper,
                      weight=scissor_state(h, 0.0)[1], ion0=ion0)

fractions = [results[s]["fraction"] for s in S_SCAN]
assert max(fractions) - min(fractions) > 0.02

# First-order law and coupling-strength integral for the main example
h, kernel = build_vacancy(N_CELLS, S_MAIN)
main = results[S_MAIN]
g_ion0, vec_ion0 = main["ion0"][1], main["ion0"][3]
d0 = vec_ion0[:, N_CELLS - 1]
mean_w = d0 @ potential(g_ion0, kernel) @ d0
self_d = self_term(d0, kernel)
step = 1e-3
slope_numeric = (transition_level(h, kernel, N_CELLS, step)[0]
                 - transition_level(h, kernel, N_CELLS, -step)[0])/(2*step)
assert abs(slope_numeric - (mean_w - self_d)) < 1e-5

integral = 0.0
for x, w in zip(nodes, weights):
    _, neu, ion = transition_level(h, kernel, N_CELLS, x)
    integral += w*(correction(neu[1], kernel) - correction(ion[1], kernel))
shift = main["level1"] - main["level0"]
assert abs(integral - shift) < 1e-6

# Chain-length convergence
h_long, k_long = build_vacancy(40, S_MAIN)
level_long = transition_level(h_long, k_long, 40, 1.0)[0]
assert abs(level_long - main["level1"]) < 1e-5

cation_weight = np.sum(d0[0::2]**2)
pair_weight = d0[0]**2 + d0[-1]**2

print(f"Site energy D = {D:.3f} eV; hopping t = {t:.3f} eV")
print(f"Cross-vacancy coupling s = {S_MAIN:.3f} eV")
print(f"Kernel K0, K1, K2 = {K0:.3f}, {K1:.3f}, {K2:.3f} eV")
print(f"Host cells = {N_CELLS}")
print(f"Baseline VBM, CBM = {vbm0:.4f}, {cbm0:.4f} eV")
print(f"Corrected VBM, CBM = {vbm1:.4f}, {cbm1:.4f} eV")
print(f"Baseline gap, corrected gap = {gap0:.4f}, {gap1:.4f} eV")
print(f"Gap opening Delta = {opening:.4f} eV")
print(f"Corrected cation occupation per spin = {n_cation:.5f}")
print(f"Corrected cation-pair g element = {g_cation_pair:.5f}")
print(f"CBM self term, 20 cells = {band_self[20]:.5f} eV")
print(f"CBM self term, 40 cells = {band_self[40]:.5f} eV")
print(f"Baseline vacancy level, absolute = {main['level0']:.4f} eV")
print(f"Corrected vacancy level, absolute = {main['level1']:.4f} eV")
print(f"Absolute level shift = {shift:.4f} eV")
print(f"Same shift from strength integral = {integral:.4f} eV")
print(f"Baseline height above VBM = {main['height0']:.4f} eV")
print(f"Corrected height above VBM = {main['height1']:.4f} eV")
print(f"Following fraction f = {main['fraction']:.4f}")
print(f"Defect weight on all cations = {cation_weight:.4f}")
print(f"Defect weight on two nearest cations = {pair_weight:.4f}")
print(f"Initial conduction-band weight = {main['weight']:.4f}")
print(f"Mean correction potential <d|W|d> = {mean_w:.4f} eV")
print(f"Defect self term S[d] = {self_d:.4f} eV")
print(f"First-order level shift = {mean_w - self_d:.4f} eV")
print(f"Finite-difference slope = {slope_numeric:.4f} eV")
print(f"Shift beyond first order = {shift - mean_w + self_d:.4f} eV")
print(f"Filled defect eigenvalue, neutral = {main['filled']:.4f} eV")
print(f"Empty defect eigenvalue, 2+ = {main['empty']:.4f} eV")
print(f"Lower bound on level = {main['lower']:.5f} eV")
print(f"Corrected level again = {main['level1']:.5f} eV")
print(f"Upper bound on level = {main['upper']:.5f} eV")
print(f"Scissor-operator height above VBM = {main['scissor']:.4f} eV")
print(f"Error, level fixed to VBM = {main['errors'][0]:+.4f} eV")
print(f"Error, level carried by CBM = {main['errors'][1]:+.4f} eV")
print(f"Error, scissor operator = {main['errors'][2]:+.4f} eV")
print("Scan: s, old height, new height (eV), f, scissor error (eV)")
for s in S_SCAN:
    r = results[s]
    print(f"  {s:.2f}  {r['height0']:.4f}  {r['height1']:.4f}"
          f"  {r['fraction']:.4f}  {r['errors'][2]:+.4f}")
print("all assertions hold")
```

It prints:

```
Site energy D = 2.000 eV; hopping t = 1.000 eV
Cross-vacancy coupling s = 1.500 eV
Kernel K0, K1, K2 = 2.000, 1.000, 0.500 eV
Host cells = 30
Baseline VBM, CBM = -2.0000, 2.0000 eV
Corrected VBM, CBM = -2.9050, 2.9050 eV
Baseline gap, corrected gap = 4.0000, 5.8100 eV
Gap opening Delta = 1.8100 eV
Corrected cation occupation per spin = 0.06153
Corrected cation-pair g element = 0.02808
CBM self term, 20 cells = 0.07500 eV
CBM self term, 40 cells = 0.03750 eV
Baseline vacancy level, absolute = 0.7894 eV
Corrected vacancy level, absolute = 1.1017 eV
Absolute level shift = 0.3124 eV
Same shift from strength integral = 0.3124 eV
Baseline height above VBM = 2.7894 eV
Corrected height above VBM = 4.0067 eV
Following fraction f = 0.6726
Defect weight on all cations = 0.9227
Defect weight on two nearest cations = 0.8884
Initial conduction-band weight = 0.9060
Mean correction potential <d|W|d> = 0.8376 eV
Defect self term S[d] = 0.5383 eV
First-order level shift = 0.2993 eV
Finite-difference slope = 0.2993 eV
Shift beyond first order = 0.0131 eV
Filled defect eigenvalue, neutral = 0.5315 eV
Empty defect eigenvalue, 2+ = 1.6747 eV
Lower bound on level = 1.09414 eV
Corrected level again = 1.10171 eV
Upper bound on level = 1.10771 eV
Scissor-operator height above VBM = 4.4363 eV
Error, level fixed to VBM = -1.2174 eV
Error, level carried by CBM = +0.5927 eV
Error, scissor operator = +0.4296 eV
Scan: s, old height, new height (eV), f, scissor error (eV)
  1.20  3.0570  4.2888  0.6805  +0.4214
  1.50  2.7894  4.0067  0.6726  +0.4296
  3.00  1.5352  2.6334  0.6067  +0.4679
all assertions hold
```
